**Classical capture by a −C₆/r⁶ attraction, compared with quantum partial waves**

The program examines the capture cross section σ(E) = (3π/2)(2C₆/E)^(1/3) and the thermal rate constant proportional to T^(1/6), where C₆ is the dispersion coefficient, E the collision energy and T the temperature. It asserts that the critical impact parameter found by bisection on integrated classical trajectories reproduces σ(E), and that a direct average over Maxwell speeds reproduces the rate formula. It also solves the radial Schrödinger equation with complete loss at short range and sums the partial waves. The assertions cover the approach to the classical cross section as the angular-momentum cutoff L_c grows, the bound on the sharp wave count, the parabolic-barrier form of the cutoff, and the s-wave threshold law. For the model pair, with C₆ = 1000 eV Å⁶ and reduced mass 20 u, the output gives σ = 594 Å² at 0.001 eV, where L_c is about 42.5. Relative to the classical value, the quantum cross section is about 1% lower at L_c ≈ 4 and 58% higher at L_c ≈ 0.4. At the lowest temperature computed, the quantum rate is about 2.5 times the classical one, so the T^(1/6) law fails near threshold.

## Numerical verification

```python
"""Classical capture by the attraction V(r) = -C6/r^6.

Result under test, for collision energy E and reduced mass mu:
    sigma(E) = (3 pi/2) (2 C6/E)^(1/3)
    k(T) = 3 sqrt(2 pi) Gamma(5/3) (2 C6)^(1/3) mu^(-1/2) (kB T)^(1/6)
It holds when many partial waves l are captured, i.e. when
    L_c = (27/4)^(1/6) (E/E6)^(1/3) >> 1,
with beta = (2 mu C6/hbar^2)^(1/4) and E6 = hbar^2/(2 mu beta^2).
Classical trajectories and a quantum calculation with complete short-range
loss provide the independent tests. In the scaled quantum problem,
x = r/beta, eps = E/E6, kappa = k beta = sqrt(eps).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.interpolate import CubicSpline
from scipy.optimize import minimize_scalar
from scipy.special import gamma, spherical_jn, spherical_yn


def sigma_classical(energy, c6):
    return 1.5 * np.pi * (2 * c6 / energy) ** (1 / 3)


def cutoff(eps):
    return (27 / 4) ** (1 / 6) * eps ** (1 / 3)


# Classical trajectories with C6 = mu = 1: find the largest captured b.
def is_captured(b, energy):
    speed = np.sqrt(2 * energy)

    def motion(t, y):
        r2 = y[0] ** 2 + y[1] ** 2
        return [y[2], y[3], -6 * y[0] / r2**4, -6 * y[1] / r2**4]

    def inner(t, y):
        return np.hypot(y[0], y[1]) - 0.3

    def outer(t, y):
        return np.hypot(y[0], y[1]) - 35.0

    inner.terminal = True
    outer.terminal = True
    run = solve_ivp(motion, (0, 150 / speed), [-30, b, speed, 0],
                    method="DOP853", rtol=1e-9, atol=1e-11,
                    events=(inner, outer))
    assert run.status == 1, "trajectory neither captured nor escaped"
    return len(run.t_events[0]) > 0


trajectory_results = []
for energy in (0.01, 1.0):
    low, high = 0.5, 6.0
    assert is_captured(low, energy) and not is_captured(high, energy)
    for _ in range(15):
        middle = (low + high) / 2
        if is_captured(middle, energy):
            low = middle
        else:
            high = middle
    b_found = (low + high) / 2
    sigma_found = np.pi * b_found**2
    ratio = sigma_found / sigma_classical(energy, 1.0)
    assert abs(ratio - 1) < 1e-3
    top = minimize_scalar(
        lambda r: -(energy * b_found**2 / r**2 - r**-6),
        bounds=(0.3, 10), method="bounded", options={"xatol": 1e-9})
    assert abs(top.x / (2 / energy) ** (1 / 6) - 1) < 1e-3
    assert abs(-top.fun / energy - 1) < 2e-3
    trajectory_results.append((energy, ratio))


# Quantum transmission with a purely inward wave at short range.
def transmission(eps):
    l = np.arange(int(cutoff(eps)) + 7)
    n = len(l)
    lam = l * (l + 1.0)
    kappa = np.sqrt(eps)
    x_start = 0.1
    x_end = 30.0 if eps < 1 else (10.0 if eps < 100 else 4.0)
    p2 = eps + x_start**-6 - lam / x_start**2
    slope = -6 * x_start**-7 + 2 * lam / x_start**3
    p = np.sqrt(p2)
    start = np.concatenate([np.ones(n, complex), -1j * p - slope / (4 * p2)])

    def radial(x, y):
        return np.concatenate(
            [y[n:], (lam / x**2 - x**-6 - eps) * y[:n]])

    run = solve_ivp(radial, (x_start, x_end), start, method="DOP853",
                    rtol=1e-8, atol=1e-9, t_eval=[x_end])
    assert run.success
    u, du = run.y[:n, -1], run.y[n:, -1]
    z = kappa * x_end
    j, y = spherical_jn(l, z), spherical_yn(l, z)
    dj = spherical_jn(l, z, derivative=True)
    dy = spherical_yn(l, z, derivative=True)
    h_out = z * (-y + 1j * j)
    dh_out = kappa * ((-y + 1j * j) + z * (-dy + 1j * dj))
    incoming = np.abs(u * dh_out - du * h_out) / (2 * kappa)
    return p / (kappa * incoming**2)


def sigma_quantum_scaled(eps):
    prob = transmission(eps)
    assert np.all(prob > 0) and np.all(prob < 1 + 1e-4)
    l = np.arange(len(prob))
    return np.pi / eps * np.sum((2 * l + 1) * prob), prob


# Threshold s wave against the analytic zero-energy solution.
a_bar = 2 * np.pi / gamma(0.25) ** 2
eps_small = 1e-6
p0_slope = transmission(eps_small)[0] / np.sqrt(eps_small)
assert abs(p0_slope / (4 * a_bar) - 1) < 3e-3  # finite-energy term 1e-3


# Barrier heights found numerically, then counted wave by wave.
def barrier_height(l):
    if l == 0:
        return 0.0
    found = minimize_scalar(lambda x: -(l * (l + 1) / x**2 - x**-6),
                            bounds=(0.05, 3), method="bounded",
                            options={"xatol": 1e-10})
    return -found.fun


for eps in (3.0, 50.0, 700.0):
    count = 0
    while barrier_height(count) <= eps:
        count += 1
    lc = cutoff(eps)
    assert abs(count**2 - lc**2) <= np.sqrt(lc**2 + 0.25) + 0.5

# Model parameters and conversions.
c6 = 1000.0                       # eV angstrom^6
mass_u = 20.0                     # atomic mass units
mu = mass_u * const.atomic_mass   # kg
h2_over_2mu = const.hbar**2 / (2 * mu) / const.e * 1e20  # eV angstrom^2
beta = (c6 / h2_over_2mu) ** 0.25
e6 = h2_over_2mu / beta**2
energy = 1e-3
r0 = (2 * c6 / energy) ** (1 / 6)
bc = np.sqrt(1.5) * r0
sigma = sigma_classical(energy, c6)
lc_example = cutoff(energy / e6)
speed = np.sqrt(2 * energy * const.e / mu) * 1e10  # angstrom/s
k_wave = np.sqrt(energy / h2_over_2mu)
assert abs(k_wave * bc / lc_example - 1) < 1e-10


def rate_classical(kt):
    """Thermal rate in angstrom^3/s for kt in eV."""
    mass_scaled = mu / const.e * 1e-20  # eV s^2/angstrom^2
    return (3 * np.sqrt(2 * np.pi) * gamma(5 / 3) * (2 * c6) ** (1 / 3)
            * kt ** (1 / 6) / np.sqrt(mass_scaled))


# Direct average over the three-dimensional Maxwell speed distribution.
for kt in (1e-5, 1e-3):
    v_scale = np.sqrt(2 * kt * const.e / mu) * 1e10
    average = quad(
        lambda w: 4 / np.sqrt(np.pi) * w**2 * np.exp(-w**2)
        * v_scale * w * sigma_classical(kt * w**2, c6), 0, 10)[0]
    assert abs(average / rate_classical(kt) - 1) < 1e-6

# Energy table: full quantum result against the classical formula.
table = []
for e in 10.0 ** np.arange(-9, -2):
    scaled, prob = sigma_quantum_scaled(e / e6)
    sq, sc = scaled * beta**2, sigma_classical(e, c6)
    lc = cutoff(e / e6)
    table.append((e, lc, prob[0], sq, sc, sq / sc))
    if lc > 4:
        assert abs(sq / sc - 1) < 3 / lc**2
assert table[0][-1] > 1.3  # classical law must fail near threshold

# At the highest energy, test the parabolic-barrier transition.
l_near = np.arange(int(lc_example) - 2, int(lc_example) + 3)
p_near = prob[l_near]
p_parabola = 1 / (1 + np.exp(np.pi * (l_near + 0.5 - lc_example)))
assert np.max(np.abs(p_near - p_parabola)) < 0.03

# Quantum thermal rates; s = eps^(1/3) resolves successive waves evenly.
s_nodes = np.concatenate([[0.01], np.arange(0.05, 0.5, 0.05),
                          np.arange(0.5, 1.5, 0.1),
                          np.arange(1.5, 9.3, 0.25)])
rates = [s**1.5 * sigma_quantum_scaled(s**3)[0] for s in s_nodes]
rate_curve = CubicSpline(s_nodes, rates)
rate_unit = const.hbar / mu * 1e20 * beta  # angstrom^3/s
thermal = []
for kt in (1e-10, 1e-8, 1e-7, 1e-6):
    tau = kt / e6
    s = np.linspace(0, min(s_nodes[-1], (25 * tau) ** (1 / 3)), 5001)
    t = s**3 / tau
    weight = 2 / np.sqrt(np.pi) * np.sqrt(t) * np.exp(-t) * 3 * s**2 / tau
    kq = rate_unit * trapezoid(weight * rate_curve(s), s)
    kc = rate_classical(kt)
    thermal.append((kt, cutoff(tau), kq, kc, kq / kc))
assert thermal[0][-1] > 1.5
assert abs(thermal[-1][-1] - 1) < 0.10  # only a few waves at this kT

kt_main = 1e-3
k_main = rate_classical(kt_main)
e_ten = e6 * (10 / cutoff(1.0)) ** 3
print(f"C6 = {c6:.0f} eV angstrom^6; reduced mass = {mass_u:.0f} u")
print(f"hbar^2/(2 mu) = {h2_over_2mu:.5e} eV angstrom^2")
print(f"beta = {beta:.3f} angstrom; E6 = {e6:.4e} eV")
print(f"p-wave barrier = {barrier_height(1) * e6:.4e} eV")
print(f"energy where L_c = 10: {e_ten:.4e} eV")
print(f"E = {energy:.3e} eV: barrier radius r0 = {r0:.3f} angstrom")
print(f"critical impact parameter = {bc:.3f} angstrom")
print(f"sigma = {sigma:.2f} angstrom^2 = {sigma * 1e-16:.4e} cm^2")
print(f"L_c = {lc_example:.3f}; speed = {speed:.4e} angstrom/s")
print(f"v sigma = {speed * sigma:.4e} angstrom^3/s")
print(f"kB T = {kt_main:.3e} eV; T = {kt_main * const.e / const.k:.3f} K")
print(f"k(T) = {k_main:.4e} angstrom^3/s = {k_main * 1e-24:.4e} cm^3/s")
print(f"Gamma(5/3) = {gamma(5 / 3):.6f}; 10^(1/6) = {10 ** (1 / 6):.4f}")
for e, ratio in trajectory_results:
    print(f"trajectory/formula sigma, scaled E={e:g}: {ratio:.6f}")
print(f"a_bar/beta = {a_bar:.6f}; 4 a_bar/beta = {4 * a_bar:.5f}")
print(f"computed P_0/(k beta) near threshold = {p0_slope:.5f}")
print(f"threshold rate = {4 * np.pi * a_bar * rate_unit:.4e} angstrom^3/s")
print("E(eV), L_c, P_0, sigma_quantum, sigma_classical(A^2), ratio")
for row in table:
    print("{:.0e} {:.3f} {:.5f} {:.2f} {:.2f} {:.5f}".format(*row))
print("l, quantum P_l, parabolic P_l at E = 0.001 eV")
for l, pq, pp in zip(l_near, p_near, p_parabola):
    print(f"{l:d} {pq:.5f} {pp:.5f}")
print("kBT(eV), L_c(kBT), k_quantum, k_classical(A^3/s), ratio")
for row in thermal:
    print("{:.0e} {:.3f} {:.4e} {:.4e} {:.5f}".format(*row))
print(f"quantum k(1e-6 eV)/k(1e-7 eV) = {thermal[3][2]/thermal[2][2]:.4f}")
print("all tests passed")
```

Running it gives:

```
C6 = 1000 eV angstrom^6; reduced mass = 20 u
hbar^2/(2 mu) = 1.04504e-04 eV angstrom^2
beta = 55.618 angstrom; E6 = 3.3783e-08 eV
p-wave barrier = 3.6778e-08 eV
energy where L_c = 10: 1.3003e-05 eV
E = 1.000e-03 eV: barrier radius r0 = 11.225 angstrom
critical impact parameter = 13.747 angstrom
sigma = 593.72 angstrom^2 = 5.9372e-14 cm^2
L_c = 42.526; speed = 9.8227e+11 angstrom/s
v sigma = 5.8320e+14 angstrom^3/s
kB T = 1.000e-03 eV; T = 11.605 K
k(T) = 5.9407e+14 angstrom^3/s = 5.9407e-10 cm^3/s
Gamma(5/3) = 0.902745; 10^(1/6) = 1.4678
trajectory/formula sigma, scaled E=0.01: 0.999972
trajectory/formula sigma, scaled E=1: 1.000005
a_bar/beta = 0.477989; 4 a_bar/beta = 1.91196
computed P_0/(k beta) near threshold = 1.91006
threshold rate = 1.0608e+14 angstrom^3/s
E(eV), L_c, P_0, sigma_quantum, sigma_classical(A^2), ratio
1e-09 0.425 0.27932 94032.88 59372.38 1.58378
1e-08 0.916 0.63453 27876.28 27558.22 1.01154
1e-07 1.974 0.93915 12446.26 12791.39 0.97302
1e-06 4.253 0.99877 5872.21 5937.24 0.98905
1e-05 9.162 1.00000 2746.97 2755.82 0.99679
1e-04 19.739 1.00000 1279.66 1279.14 1.00040
1e-03 42.526 1.00000 593.72 593.72 0.99999
l, quantum P_l, parabolic P_l at E = 0.001 eV
40 0.99803 0.99828
41 0.96005 0.96166
42 0.51753 0.52013
43 0.04310 0.04474
44 0.00178 0.00202
kBT(eV), L_c(kBT), k_quantum, k_classical(A^3/s), ratio
1e-10 0.197 1.0041e+14 4.0473e+13 2.48096
1e-08 0.916 9.1615e+13 8.7197e+13 1.05066
1e-07 1.974 1.2609e+14 1.2799e+14 0.98518
1e-06 4.253 1.8648e+14 1.8786e+14 0.99267
quantum k(1e-6 eV)/k(1e-7 eV) = 1.4789
all tests passed
```
